# Why the Symmetrised Displacement Gradient Misreads Strain Under Large Rotation

Turn a block of silicon through five degrees without deforming it, and the symmetrised displacement gradient reports that it has shrunk by 0.38 percent along two perpendicular directions. Not one distance between atoms has changed. Fed into a standard model of the conduction band, this false strain splits valleys that should be degenerate by 0.034 eV, more than the thermal energy at room temperature. Where does the shrinkage come from, if symmetrising the gradient is supposed to remove rotation?

## The rigid block

Let a material point at $\mathbf X$ move to $\mathbf x(\mathbf X)$, with displacement $\mathbf u=\mathbf x-\mathbf X$. Define

$$F_{ij}=\frac{\partial x_i}{\partial X_j},\qquad H_{ij}=\frac{\partial u_i}{\partial X_j}=F_{ij}-\delta_{ij}.$$

The two strain measures to be compared are

$$\varepsilon=\tfrac12(H+H^T),\qquad E=\tfrac12(F^TF-I).$$

The first is the symmetrised displacement gradient, the second the Green-Lagrange strain. Tension is positive. Components refer to the undeformed crystal axes: $x$ along the length of the sample, $y$ across its width and $z$ through its thickness.

Rotate the block about the width so that $x$ turns towards $z$ by an angle $\theta$. The columns of $F$ are the images of the three axes, so

$$F=Q=\begin{pmatrix}\cos\theta&0&-\sin\theta\\0&1&0\\\sin\theta&0&\cos\theta\end{pmatrix}.$$

Subtracting $I$ and symmetrising cancels the two sines, which have opposite signs. The cosines lie on the diagonal and remain:

$$\varepsilon=\begin{pmatrix}\cos\theta-1&0&0\\0&0&0\\0&0&\cos\theta-1\end{pmatrix}.$$

At five degrees, $\cos\theta=0.99619$ and $\varepsilon_{xx}=\varepsilon_{zz}=-0.3805$ percent. The trace, which for small strain is the relative volume change, reads $-0.761$ percent. By contrast $Q^TQ=I$, so $E=0$.

Symmetrising therefore removes the part of the rotation that is linear in the angle. The next term survives: $\cos\theta-1\approx-\theta^2/2$, which is $-0.3808$ percent for $\theta=0.08727$ rad. Five degrees is a small angle, but half its square is not small beside the strains used in transistor channels.

The geometry behind the false shrinkage is that of a shadow. Take a fibre along the unit vector $\mathbf N$, which deforms into $F\mathbf N$. Let its stretch, new length over old, be $\lambda$, and let it turn through an angle $\varphi$. Since $\mathbf N\cdot F^T\mathbf N=\mathbf N\cdot F\mathbf N$,

$$\mathbf N\cdot\varepsilon\,\mathbf N=\mathbf N\cdot F\mathbf N-1=\lambda\cos\varphi-1.$$

This is the change in the fibre's projection on its old direction. A rigid rod that turns casts a shorter shadow on the line where it used to lie, and $\varepsilon$ records the shadow.

## A stretched ribbon that also turns

In a bent device, real strain and rotation can occur together. Consider a silicon ribbon 50 nm thick, with length, width and thickness along the cube axes. It is stretched by $e=0.5$ percent along its length and contracts sideways with Poisson ratio $\nu=0.28$. It is then bent so that its mid-plane has radius $R=50\,000$ nm. With $\lambda=1+e$, $\lambda_s=1-\nu e$ and $\phi=\lambda X/R$, the map is

$$x=(R-\lambda_sZ)\sin\phi,\quad y=\lambda_sY,\quad z=R-(R-\lambda_sZ)\cos\phi .$$

Differentiate with respect to $X$, using $\partial\phi/\partial X=\lambda/R$, and then set $Z=0$. The first column of $F$ is $\lambda(\cos\phi,0,\sin\phi)$. Differentiation with respect to $Z$ gives the third column, $\lambda_s(-\sin\phi,0,\cos\phi)$. On the mid-plane, then,

$$F=Q\,\mathrm{diag}(\lambda,\lambda_s,\lambda_s),\qquad\theta=\phi.$$

The ribbon has turned by five degrees at $X=R\theta/\lambda=4342$ nm from the clamped end. There

$$\varepsilon_{xx}=\lambda\cos\theta-1=1.005\times0.996195-1=0.118\ \text{percent}.$$

More than three quarters of the real stretch has disappeared from the reading. The other normal components are $\varepsilon_{yy}=-0.140$ percent, which is right because $y$ is the rotation axis, and $\varepsilon_{zz}=\lambda_s\cos\theta-1=-0.520$ percent. There is also a false shear,

$$\varepsilon_{xz}=\tfrac12(\lambda-\lambda_s)\sin\theta=0.028\ \text{percent}.$$

For the Green-Lagrange strain, $F^TF=\mathrm{diag}(\lambda^2,\lambda_s^2,\lambda_s^2)$, because $Q^TQ=I$. Hence $E_{xx}=e+e^2/2=0.501$ percent and $E_{yy}=E_{zz}=-0.140$ percent, with no shear.

How much rotation can be tolerated? The axial reading falls short of $e$ by $\lambda(1-\cos\theta)$. Setting this equal to a fraction $p$ of $e$ gives

$$\cos\theta=1-\frac{pe}{1+e},\qquad\theta\approx\sqrt{2pe}\quad(e\ll1).$$

For a ten percent error in this stretch the angle is 1.81 degrees. At 5.72 degrees, where $\lambda\cos\theta=1$, the stretched ribbon reads as unstrained along its length; beyond that it reads as compressed. A smaller strain tolerates less rotation, since the permitted angle scales as the square root of the strain.

## What the error does to the electrons

The conduction band of silicon has six valleys, in three pairs along the cube axes. Apart from a shift common to all of them, the pair along axis $i$ moves to first order in strain by

$$\Delta_i=\Xi_u\,e_{ii},\qquad \Xi_u\approx9\ \text{eV},$$

where $e_{ii}$ is the normal strain along the valley's own crystal axis. Tension along that axis raises the pair. The value of $\Xi_u$, like the masses below, is a rough typical one.

For the rigid block, $\varepsilon$ lowers the $x$ and $z$ pairs relative to $y$ by $9\times0.003805=0.0342$ eV (0.00126 hartree). At 300 K the thermal energy is $k_BT=0.02585$ eV. With Boltzmann statistics and equal densities of states, the occupations are

$$f_i=\frac{e^{-\Delta_i/k_BT}}{\sum_je^{-\Delta_j/k_BT}},$$

which gives $(0.441,0.117,0.441)$ for $(x,y,z)$ in place of one third each.

Each valley has a heavy mass $m_l=0.92$ along its own axis and a light mass $m_t=0.19$ across it, in units of the electron mass. The mean inverse mass for current along $i$ is therefore

$$\left\langle\frac1m\right\rangle_i=\frac{f_i}{m_l}+\frac{1-f_i}{m_t}.$$

If the scattering time is the same for all valleys and is held fixed, mobility is proportional to this quantity. The unstrained value is 3.87. The false strain gives $0.441/0.92+0.559/0.19=3.42$ along the length, a drop of 12 percent, and 4.77 across the width, a rise of 23 percent. A block that has merely been turned appears to have become an anisotropic conductor.

In the stretched ribbon the error takes another form. The valley shifts in eV are:

| Pair | from $E$ | from $\varepsilon$ |
|---|---:|---:|
| $x$ | 0.0451 | 0.0106 |
| $y$ | −0.0126 | −0.0126 |
| $z$ | −0.0126 | −0.0468 |

The real strain leaves $y$ and $z$ degenerate; $\varepsilon$ separates them by 0.034 eV. The occupations change from $(0.051,0.475,0.475)$ to $(0.079,0.194,0.727)$. Yet the inverse mass along the length changes little, from 5.05 to 4.93, an error of 2.3 percent relative to the result from $E$. Across the width it goes from 3.28 to 4.45, an error of 36 percent.

The formula for the inverse mass explains the contrast. Along $i$ it depends on $f_i$ alone. Both readings leave the $x$ pair nearly empty, so current along the length hardly notices the mistake. Current across the width depends on $f_y$, which the false splitting reduces from 0.475 to 0.194. Agreement in one current direction thus does not prove that the strain is right.

## The general statement

Let $F$ be the deformation gradient at a point, with $\det F>0$.

1. $E=0$ if and only if $F$ is a rotation. Moreover, $E$ is unchanged when any rotation follows the deformation.
2. For a rotation by $\theta$ about a unit axis $\mathbf n$,
$$\varepsilon=(\cos\theta-1)P,\qquad P=I-\mathbf n\mathbf n^T.$$
3. For a small stretch followed by a small rotation, $\varepsilon$ differs from the stretch strain by a term of order $\theta^2$ that does not depend on the strain, and by a term of order $\theta$ times the strain.

**Proof of 1.** The squared length of a deformed unit fibre is

$$|F\mathbf N|^2=\mathbf N\cdot F^TF\,\mathbf N=1+2\,\mathbf N\cdot E\,\mathbf N.$$

If $E=0$, then $F^TF=I$, so $F$ is orthogonal, and $\det F>0$ makes it a rotation. Conversely, a rotation has $F^TF=I$ and hence $E=0$. If a rotation $Q$ follows $F$, then $(QF)^T(QF)=F^TQ^TQF=F^TF$, and $E$ does not change.

**Proof of 2.** Split a vector $\mathbf v$ into the part along $\mathbf n$, which stays fixed, and the perpendicular part $P\mathbf v$, which turns within its plane:

$$Q\mathbf v=\mathbf n(\mathbf n\cdot\mathbf v)+\cos\theta\,P\mathbf v+\sin\theta\,\mathbf n\times\mathbf v.$$

Write $\mathbf n\times\mathbf v=K\mathbf v$, where $K$ is antisymmetric. Since $\mathbf n\mathbf n^T=I-P$,

$$Q=I+(\cos\theta-1)P+\sin\theta\,K.$$

Symmetrising $Q-I$ removes the last term and leaves the stated result. The false strain is equal in all directions perpendicular to the axis and vanishes along it.

**Proof of 3.** Let $F=QU$ with $U=I+e$, where $e$ is now a small symmetric strain tensor. Applying $\mathbf n\times$ twice to a vector reverses its perpendicular part, so $K^2=-P$. For small $\theta$,

$$Q=I+\theta K-\tfrac12\theta^2P+O(\theta^3).$$

Multiply by $I+e$, subtract $I$ and symmetrise. The term $\theta K$ drops out. The product $\theta Ke$ has transpose $\theta eK^T=-\theta eK$, so it contributes half of a commutator:

$$\varepsilon=e-\tfrac12\theta^2P+\tfrac12\theta(Ke-eK)+\dots$$

The omitted terms are of order $\theta^4$ and $\theta^2e$; there is no pure $\theta^3$ term, because the odd part of $Q$ is antisymmetric. This completes the proof.

The two errors differ in kind. The first is there even without strain, and it is negligible when $\theta^2/2$ is small against the strain sought. The second is a fraction of the strain itself, so $\theta\ll1$ is enough to make it small. When $e$ is diagonal, the commutator has no diagonal elements, and it appears as the false shear found in the ribbon: $\tfrac12\times0.0873\times0.0064=0.028$ percent.

## Where the missing term is

The same conclusion can be read from the definition of $E$. With $F=I+H$,

$$E=\tfrac12(H+H^T+H^TH)=\varepsilon+\tfrac12H^TH.$$

Let $\omega=\tfrac12(H-H^T)$ be the antisymmetric part. Then $H=\varepsilon+\omega$ and $H^T=\varepsilon-\omega$, so

$$E=\varepsilon+\tfrac12(\varepsilon^2+\varepsilon\omega-\omega\varepsilon-\omega^2).$$

It is tempting to drop the bracket because the strain is small. But $\omega^2$ is quadratic in the rotation, not in the strain. For a rigid rotation $\varepsilon=(\cos\theta-1)P$ and $\omega=\sin\theta\,K$. Because $PK=KP=K$, the mixed terms cancel. With $P^2=P$ and $K^2=-P$, the bracket becomes

$$\left[(1-\cos\theta)^2+\sin^2\theta\right]P=2(1-\cos\theta)P.$$

Half of this cancels $\varepsilon$.

Could one instead correct $\varepsilon$ afterwards, without knowing $\omega$? No. The pure compression $F=I+(\cos\theta-1)P$ has the same $\varepsilon$ as the rigid rotation. One of these bodies is strained and the other is not, so no function of $\varepsilon$ alone can tell them apart. The full gradient is needed.

The measure also fails in the opposite direction. Take $F=I+\tan\theta\,K$. Its displacement gradient is antisymmetric, so $\varepsilon=0$. However,

$$F^TF=(I-\tan\theta\,K)(I+\tan\theta\,K)=I+\tan^2\theta\,P,$$

and every fibre perpendicular to the axis is stretched by $\sqrt{1+\tan^2\theta}=1/\cos\theta$. At five degrees this is a real extension of 0.382 percent that $\varepsilon$ does not see. Here the lengthening of the fibre just makes up for the shortening of its shadow.

Green-Lagrange strain is not the only measure that ignores rotation. Every $F$ with positive determinant can be written as $F=QU$, with $U=\sqrt{F^TF}$ symmetric and positive, and $U-I$ serves equally well. The two differ at second order: $E=(U-I)+\tfrac12(U-I)^2$. In the ribbon, using $E_{xx}$ in place of $e$ moves the $x$ valley by 0.0001 eV.

## Why the band energies ignore the rotation

The argument so far has assumed that electrons respond to changes of length and not to the turn. For a crystal without external fields this can be shown. In atomic units let

$$\left[-\tfrac12\nabla^2+V(\mathbf r)\right]\psi(\mathbf r)=\mathcal E\psi(\mathbf r).$$

The rotated crystal has potential $V'(\mathbf r)=V(Q^T\mathbf r)$. Try $\psi'(\mathbf r)=\psi(Q^T\mathbf r)$. The Laplacian keeps its form under rotation, so $\psi'$ satisfies the new equation with the same energy $\mathcal E$. If $\psi$ has wave vector $\mathbf k$, then translation by the rotated lattice vector $Q\mathbf R$ multiplies $\psi'$ by $e^{i\mathbf k\cdot\mathbf R}=e^{i(Q\mathbf k)\cdot(Q\mathbf R)}$. The wave vector has turned with the crystal. The energies of a crystal deformed by $QU$ are thus those of one deformed by $U$.

A plane-wave calculation tests the combined case. The model is a cubic crystal of Gaussian wells, each of the form $-V_0e^{-r^2/2s^2}$, with cell edge 5.0 Å, $s=0.8$ Å and $V_0=15$ eV. Its lowest energies at the three zone-face centres split by $-2.28$ eV per unit difference of normal strain, as found from a very small pure stretch. Under the ribbon's full deformation, the computed $x$–$y$ splitting is $-0.0145$ eV. The linear law predicts $-0.0146$ eV from $E$ and $-0.0059$ eV from $\varepsilon$. The $y$–$z$ splitting is zero to numerical accuracy, whereas $\varepsilon$ predicts $-0.0087$ eV.

## Other valleys and other axes

The damage depends on the band structure and on the rotation axis. Consider a valley along the unit vector $\hat{\mathbf k}$, with energy shift $\Xi_d\,\mathrm{tr}\,\varepsilon+\Xi_u\,\hat{\mathbf k}\cdot\varepsilon\hat{\mathbf k}$. Because $\mathrm{tr}\,P=2$, a rigid rotation produces the false shift

$$(\cos\theta-1)\left\{2\Xi_d+\Xi_u\left[1-(\mathbf n\cdot\hat{\mathbf k})^2\right]\right\}.$$

The conduction valleys of germanium lie along the cube diagonals. For rotation about a cube axis, $(\mathbf n\cdot\hat{\mathbf k})^2=1/3$ for all of them: they shift together and the false splitting vanishes. For rotation about one cube diagonal, the valley along it has $(\mathbf n\cdot\hat{\mathbf k})^2=1$ and the other three have $1/9$, so a false splitting of $\tfrac89\Xi_u(1-\cos\theta)$ appears. In a III-V semiconductor whose conduction minimum is at the zone centre, there are no equivalent valleys to split. The false volume change still moves the band edge, by 0.0076 eV at five degrees for each eV of its volume deformation potential.

## The ribbon beside a real device

The thickness and stretch are reasonable for a flexible silicon membrane, but the bending radius of 50 000 nm is very tight, chosen so that five degrees is reached within a few micrometres. A larger radius does not remove the error: five degrees is then reached farther along the ribbon. The assumption most clearly broken in a real channel is the fixed scattering time. The real valley splitting, 0.058 eV, is close to the energy of the phonons that transfer electrons between valleys, roughly 0.06 eV. With unchanged coupling and a phonon energy of 0.06 eV, the thermally averaged rate of transfer into the raised pair falls to 0.37 of its unstrained value; a phonon energy of 0.047 eV would give 0.31. The inverse masses above are therefore one factor in the mobility and not a prediction of it.

The other neglected effects are smaller here. Bending adds tension at the outer surface and raises the $x$ valley there by 0.0045 eV. In a real ribbon this tension also thins the outer layer, which the map above leaves out and which lowers the $z$ valley slightly; together the two change the $x$–$z$ splitting by about 0.006 eV, roughly 10 percent. Confinement, estimated with hard walls, separates the lowest subbands of the valleys by 0.0006 eV. At 50 nm many subbands are filled, and summing over them acts on the occupations like a splitting of 0.0015 eV, moving $y$ and $z$ from 0.475 each to about 0.46 and 0.49. The gap between the lowest subbands scales as the inverse square of the thickness, so at 5 nm it would reach about 0.06 eV and rival the strain splitting; occupations could then no longer be found from strain alone. At an electron density of $10^{17}$ cm$^{-3}$, Fermi statistics change the occupations by about 0.0001. This does not carry over to a very dense channel: at $10^{20}$ cm$^{-3}$ the raised pair would hold about 0.13 of the electrons, not 0.05, and Boltzmann statistics would fail. At 400 K the false drop in inverse mass along the rigid block is 9.6 percent instead of 12, because a hotter population responds less to a given splitting.

One effect of rotation is genuine. If current is measured along the fixed laboratory $x$ axis and not along the ribbon, the inverse-mass tensor must be turned with the crystal. For the stretched ribbon this lowers the $xx$ component, which gives the current along $x$ for a field along $x$, by 0.27 percent; if instead the current is forced along $x$, the drop is 0.41 percent. Rotation belongs in the directions of the crystal axes, and strain in the changes of length. The numerical output lists the values for both the rigid block and the ribbon.

## Values computed for the example and the checks

```
Rotation: 5.0 degrees = 0.087266 rad; cosine 0.9961947
Rigid rotation, eps xx yy zz (percent): -0.3805 0.0000 -0.3805
Small-angle estimate -theta^2/2 (percent): -0.3808
False volume change, trace eps (percent): -0.7611
Rigid rotation, largest |E| (rounding only): 1.1e-18
Real stretch hidden when eps = 0 (percent): 0.3820
Ribbon thickness, bend radius (nm): 50, 50000
Undeformed distance to the point (nm): 4341.6
Imposed stretch (percent), Poisson ratio: 0.50, 0.28
Bent ribbon mid-plane, eps xx yy zz (percent): 0.1176 -0.1400 -0.5200
Bent ribbon mid-plane, eps xz (percent): 0.0279
Bent ribbon mid-plane, E xx yy zz (percent): 0.5012 -0.1399 -0.1399
Angle for 10 percent error in stretch (degrees): 1.807
Angle where eps xx reads zero (degrees): 5.718
Model crystal cell, well width (angstrom): 5.0, 0.8
Model crystal well depth (eV): 15.0
Model splitting per unit strain (eV): -2.2803
Model valley spread after pure rotation (eV): 3.2e-14
Model x-y splitting, computed bands (eV): -0.01448
Model x-y splitting predicted from E (eV): -0.01462
Model x-y splitting predicted from eps (eV): -0.00587
Model y-z splitting, computed bands (eV): -2.0e-12
Model y-z splitting predicted from eps (eV): -0.00866
Silicon Xi_u, rough (eV): 9.0
Silicon masses long, trans, rough (m_e): 0.92, 0.19
Temperature (K), thermal energy (eV): 300, 0.02585
False x,z valley shift relative to y, pure rotation (eV): -0.03425
The same shift (hartree): -0.001259
Occupations x y z, unstrained: 0.3333 0.3333 0.3333
Occupations x y z, pure rotation read by eps: 0.4413 0.1173 0.4413
Inverse mass x y z, unstrained (1/m_e): 3.8711 3.8711 3.8711
Inverse mass x y z, pure rotation by eps (1/m_e): 3.4201 4.7731 3.4201
False inverse-mass change x y z (percent): -11.6511 23.3022 -11.6511
Bent ribbon x-y valley splitting from E (eV): 0.05770
Bent ribbon valley shifts x y z from E (eV): 0.04511 -0.01259 -0.01259
Bent ribbon valley shifts x y z from eps (eV): 0.01058 -0.01260 -0.04680
Bent ribbon occupations x y z from E: 0.0509 0.4745 0.4745
Bent ribbon occupations x y z from eps: 0.0790 0.1937 0.7273
Bent ribbon inverse mass x y z from E (1/m_e): 5.0505 3.2814 3.2814
Bent ribbon inverse mass x y z from eps (1/m_e): 4.9332 4.4542 2.2260
Error of eps in inverse mass x y z (percent): -2.3235 35.7405 -32.1643
Neglected: outer-surface bending shift (eV): 0.00454
Neglected: confinement valley splitting (eV): 0.00063
Neglected: E versus stretch, valley shift (eV): 0.00011
Electron density for degeneracy check (cm^-3): 1.0e+17
Occupations x y z with Fermi statistics, from E: 0.0510 0.4745 0.4745
Inverse-mass change, lab x versus ribbon axis (percent): -0.2661
False inverse-mass change x at 400 K (percent): -9.5543
Intervalley phonon energy, rough (eV): 0.060
Upward intervalley rate / unstrained rate: 0.3720
```
